\section*{The Margenau Electron Distribution for a Constant Mean Free Path, part 2}

Electrons of mass $m$, charge $-e$, speed $v$ and energy $\varepsilon=mv^2/2$ move in a field $E(t)=\sqrt2\,E_{\rm rms}\cos\omega t$ along $z$. Their steady distribution is sought under four assumptions. (A1) Plasma and field are uniform, without magnetic field; the only collisions are elastic, with atoms of mass $M$ and density $N$ at rest. (A2) The momentum-transfer cross section $\sigma_m$ is constant, hence so is $\lambda=1/(N\sigma_m)$; the collision rate is $\nu=v/\lambda$. (A3) $m/M$ is small and, with $\theta$ the angle between velocity and $z$ axis, it suffices to write
\begin{equation}
f(\mathbf v,t)=f_0(v,t)+f_1(v,t)\cos\theta
\label{twoterm}
\end{equation}
(A4) Either $\omega\gg(2m/M)\nu$, so that $f_0$ hardly changes during a cycle, or the field is constant, with $\omega=0$ and strength $E_{\rm rms}$.

The number of electrons per unit energy is proportional to $\sqrt\varepsilon f_0$. Recoil removes energy at the mean rate $(2m/M)\nu\varepsilon$.

In Lemma 5, $f_1=(\sqrt2\,eE_{\rm rms}/m)(df_0/dv)\,y(t)$, with $y=a\cos\omega t+b\sin\omega t$ after the transient and
\begin{equation}
a=\frac{\nu}{\nu^2+\omega^2},\qquad b=\frac{\omega}{\nu^2+\omega^2}.
\label{ab}
\end{equation}
Averaged over a cycle,
\begin{equation}
\frac{\partial f_0}{\partial t}=\frac1{v^2}\frac{\partial}{\partial v}
\left\{v^2\left[D\,\frac{\partial f_0}{\partial v}
+\frac mM\nu vf_0\right]\right\},\qquad
D=\frac{e^2E_{\rm rms}^2}{3m^2}\frac{\nu}{\nu^2+\omega^2}.
\label{fokker}
\end{equation}
The steady state satisfies
\begin{equation}
D\,\frac{df_0}{dv}+\frac mM\nu vf_0=0 .
\label{zeroflux}
\end{equation}
For any $\nu(v)$ whose flow vanishes at $v=0$, this gives
\begin{equation}
\frac{d\ln f_0}{dv}=-\frac{3m^3v}{M}\,
\frac{\nu^2+\omega^2}{(eE_{\rm rms})^2}.
\label{slopev}
\end{equation}
\begin{equation}
\frac{d\ln f_0}{d\varepsilon}=-\frac{3m^2}{M}\,
\frac{\nu^2+\omega^2}{(eE_{\rm rms})^2}.
\label{slopenu}
\end{equation}
For constant $\lambda$, with
\begin{equation}
W=eE_{\rm rms}\lambda\sqrt{\frac{M}{3m}},\qquad
\varepsilon_\omega=m\omega^2\lambda^2,
\label{abbrev}
\end{equation}
the theorem and its slope are
\begin{equation}
f_0=A\exp\left[-\frac{\varepsilon^2+\varepsilon_\omega\varepsilon}{W^2}\right],
\qquad
\frac{d\ln f_0}{d\varepsilon}=-\frac{2\varepsilon+\varepsilon_\omega}{W^2}.
\label{short}
\end{equation}
The electron density fixes $A$. The numerical output calls $\varepsilon_\omega$ and $W^2$ by the names b and s2.

\subsection{Remarks on the result}

\textbf{Remark 1 (approach to the steady state).} Write a time-dependent solution of \eqref{fokker} as $f_0=f_Sh(v,t)$, where $f_S$ is the steady solution. By \eqref{zeroflux} the terms without $\partial h/\partial v$ cancel, so the bracket in \eqref{fokker} becomes $Df_S\,\partial h/\partial v$. Multiply the equation by $v^2h$ and integrate by parts, with no flow at either end:
\begin{equation}
\frac12\frac{d}{dt}\int_0^\infty v^2f_Sh^2\,dv
=-\int_0^\infty v^2Df_S\left(\frac{\partial h}{\partial v}\right)^2dv\le0 .
\label{relax}
\end{equation}
The integral on the left decreases until $h$ is constant. The steady solution is thus the one towards which the electrons relax.

\textbf{Remark 2 (which term matters).} The ratio of the two terms in the slope is $\varepsilon_\omega/(2\varepsilon)=\omega^2/\nu^2$. They are equal at $\varepsilon=\varepsilon_\omega/2$, where $\nu=\omega$. Much slower electrons, with $\nu\ll\omega$, oscillate many times between collisions and are heated far less than in a constant field of the same rms strength. Much faster ones, with $\nu\gg\omega$, collide many times before the field reverses, and for them the slope approaches that in a constant field.

The slope \eqref{slopenu} equals the constant-field slope at the effective field
\begin{equation}
E_{\rm eff}=E_{\rm rms}\,\frac{\nu}{\sqrt{\nu^2+\omega^2}} .
\end{equation}
For constant $\lambda$ this field depends on energy, so no single effective field reproduces the distribution when $\omega>0$. For constant $\nu$ it would be a single number, and \eqref{slopenu} would give a Maxwellian at any frequency.

\textbf{Remark 3 (frequency at fixed field).} Hold $E_{\rm rms}$ and $\lambda$ fixed, and let angle brackets denote averages with weight $\sqrt\varepsilon f_0$. Differentiating $\langle\varepsilon\rangle$ with respect to $\varepsilon_\omega$ brings down a factor $-\varepsilon/W^2$ in the numerator and in the normalization, so
\begin{equation}
\frac{d\langle\varepsilon\rangle}{d\varepsilon_\omega}
=-\frac{\langle\varepsilon^2\rangle-\langle\varepsilon\rangle^2}{W^2}<0 .
\end{equation}
A higher frequency therefore lowers the mean energy.

\subsection{Two limits}

For $\omega=0$ the distribution is the Druyvesteyn form $\exp(-\varepsilon^2/W^2)$. The substitution $x=\varepsilon^2/W^2$ gives
\begin{equation}
\int_0^\infty\varepsilon^pe^{-\varepsilon^2/W^2}d\varepsilon
=\frac{W^{p+1}}2\,\Gamma\left(\frac{p+1}2\right).
\end{equation}
The mean energy is the ratio of this integral at $p=\tfrac32$ to its value at $p=\tfrac12$:
\begin{equation}
\langle\varepsilon\rangle=W\,\frac{\Gamma(5/4)}{\Gamma(3/4)}=0.7397\,W .
\label{druy}
\end{equation}

When $\varepsilon_\omega\gg W$, the linear term controls most of the population. The distribution is then close to a Maxwellian with
\begin{equation}
k_BT=\frac{W^2}{\varepsilon_\omega}=\frac{M(eE_{\rm rms})^2}{3m^2\omega^2},
\qquad\langle\varepsilon\rangle=\frac32k_BT .
\label{maxwell}
\end{equation}
The mean free path has cancelled. The condition is consistent, since it makes $k_BT\ll W\ll\varepsilon_\omega$. Even so, the Maxwellian with the same $f_0(0)$ is too large by the factor $\exp(\varepsilon^2/W^2)$, which matters in the tail once $\varepsilon$ approaches $W$.

\subsection{Where the assumptions hold}

The size of the anisotropy follows from the theorem itself. The amplitude of $y$ in Lemma 5 is $\sqrt{a^2+b^2}=1/\sqrt{\nu^2+\omega^2}$. With \eqref{slopev},
\begin{equation}
\frac{|f_1|}{f_0}=\frac{\sqrt2\,eE_{\rm rms}}{m\sqrt{\nu^2+\omega^2}}
\left|\frac{d\ln f_0}{dv}\right|
=\frac{3\sqrt2\,m^2v\sqrt{\nu^2+\omega^2}}{MeE_{\rm rms}} .
\label{aniso}
\end{equation}
In the high-frequency limit, at $\varepsilon=k_BT$, this equals $2\sqrt3\,\sqrt{m/M}$. It is small because the atoms are heavy: electrons must collide many times to lose the energy they gain, and these collisions randomize their directions. The ratio grows with energy, so the anisotropy first becomes large in the far tail. For a constant field the discarded third term also exceeds the retained ones at energies well below $eE_{\rm rms}\lambda$, but $f_0$ is almost flat there and the anisotropy is only of order $m/M$.

Assumption (A4) is also needed. If an oscillating field is so slow that $\omega$ is comparable with $(2m/M)\nu$ or smaller, $f_0$ can respond within a cycle and Lemma 5 does not apply. Setting $\omega=0$ in the theorem describes a constant field, not a slowly alternating one.

\subsection{A test by following electrons}

The theorem was tested by a Monte Carlo calculation that uses neither the two-term form \eqref{twoterm} nor an expansion in $m/M$. Electrons fly freely in the oscillating field and scatter isotropically in the centre-of-mass frame from atoms at rest. The units are $m=\lambda=\omega=1$, with $M/m=400$ and $E_{\rm rms}$ chosen to make $W=1$; then $\varepsilon_\omega=1$ as well.

For 4000 electrons, sampled after a run-in, the mean energy was 0.5688, against 0.5686 from the theorem. The fraction above $\varepsilon=1$ was 0.1358, against 0.1344. The ratio $\langle\varepsilon^2\rangle/\langle\varepsilon\rangle^2$, which measures the shape, was 1.448, against 1.441. The tolerances were 4 per cent for the mean, 0.015 for the fraction and 0.05 for the ratio; they allow for sampling noise and corrections of order $m/M$. The ratio would be $5/3$ for a Maxwellian and $0.75/0.7397^2=1.371$ for the Druyvesteyn form, so the test excludes both.

\subsection{A microwave example}

Take round parameters for a model gas of light atoms: $M=4$ u, a pressure of 10 Torr, a temperature of 300 K and $\sigma_m=5\times10^{-16}$ cm$^2$. The field has $E_{\rm rms}=20$ V/cm at 2.45 GHz. The gas density is $N=p/(k_BT_g)=3.219\times10^{17}$ cm$^{-3}$, and
\begin{equation}
\lambda=\frac1{N\sigma_m}
=\frac{1}{(3.219\times10^{17})(5\times10^{-16})}\ {\rm cm}
=62.1\ \mu{\rm m}.
\end{equation}
An electron pushed through one mean free path by a constant force $eE_{\rm rms}$ would gain $eE_{\rm rms}\lambda=0.1243$ eV. With $3m/M=4.114\times10^{-4}$,
\begin{equation}
W^2=\frac{(0.1243\ {\rm eV})^2}{4.114\times10^{-4}}
\simeq37.5\ {\rm eV}^2,\qquad
\varepsilon_\omega=m(\omega\lambda)^2=5.20\ {\rm eV},
\end{equation}
where $\omega=1.539\times10^{10}$ s$^{-1}$. The rates $\nu$ and $\omega$ are equal at 2.60 eV, in the middle of the distribution. At 10 eV,
\begin{equation}
\frac{f_0(10\ {\rm eV})}{f_0(0)}
=\exp\left[-\frac{100}{37.53}-\frac{52.02}{37.53}\right]
=e^{-2.664-1.386}=0.0174 .
\end{equation}
The constant-field form at the same $E_{\rm rms}$ and the same $f_0(0)$ lacks the second term and is larger by $e^{1.386}=4.0$. At the same electron density, which is what a rate coefficient requires, its $f_0(0)$ is smaller and the factor is 2.3.

The mean energy is 3.62 eV. At the same rms field and gas density it would be 4.53 eV for $\omega=0$, whereas the linear term alone would give 10.8 eV. The Maxwellian limit is useless here because $\varepsilon_\omega$ is not large compared with $W=6.13$ eV. The local temperature, $-1/(d\ln f_0/d\varepsilon)$, falls from 7.22 eV at zero energy to 1.49 eV at 10 eV, so one temperature cannot describe these electrons. Each electron absorbs 20.9 eV/$\mu$s from the field and loses the same power to recoil of the atoms.

\subsection{What the model leaves out}

\textbf{Small effects.} At the mean energy \eqref{aniso} gives an anisotropy of 0.044. The collision rate there is $1.82\times10^{10}$ s$^{-1}$, and the energy-loss rate $(2m/M)\nu$ is about $5\times10^6$ s$^{-1}$, far below $\omega$. The heating has a part oscillating at $2\omega$, whose amplitude is $\sqrt{1+\omega^2/\nu^2}$ times the mean by \eqref{ab}. Integrated over time, it makes the mean energy swing by a fraction of roughly $2\times10^{-4}$.

Thermal motion of the atoms adds a diffusion coefficient $\nu k_BT_g/M$ to $D$. This value makes the flow vanish for a Maxwellian at $T_g$ when the field is off. The slope becomes
\begin{equation}
\frac{d\ln f_0}{d\varepsilon}
=-\left[k_BT_g+\frac{W^2}{2\varepsilon+\varepsilon_\omega}\right]^{-1},
\end{equation}
and the mean energy rises from 3.62 to 3.64 eV.

\textbf{Energy-dependent cross section.} By \eqref{slopenu}, a cross section that varies with energy multiplies the term $2\varepsilon$ in the slope by $[\sigma_m(\varepsilon)/\sigma_m]^2$. If it falls as $\varepsilon^{-0.2}$ and keeps its value at 3.62 eV, the mean energy becomes 3.89 eV, an increase of 7 per cent.

\textbf{Inelastic collisions.} Suppose that above 20 eV the atoms can be excited with a cross section of $10^{-17}$ cm$^2$. With the present $f_0$ this process would take $8.5\times10^{-4}$ of the elastic power, so the bulk of the distribution is little affected. At threshold, however, the inelastic loss rate is 73 times the elastic one.

The sign of the error follows from Remark 1. Inelastic collisions carry electrons down across a given speed, and in a steady state an equal upward flow must replace them. With $f_0=f_Sh$, the upward flow per unit area in velocity space is $-Df_S\,\partial h/\partial v$. It is positive where such downward jumps occur, so $h$ falls with speed. The theorem therefore overestimates the tail relative to $f_0(0)$, and it must not be used for excitation or ionization rates above this threshold.

\textbf{Electron-electron collisions.} These drive the distribution towards a Maxwellian. Their cross section at the mean energy is estimated as
\begin{equation}
\sigma_{ee}\simeq4\pi\left(\frac{e^2}{4\pi\epsilon_0\,2\langle\varepsilon\rangle}\right)^2
\ln\Lambda,\qquad \ln\Lambda=13.3 .
\end{equation}
At an electron density of $10^{10}$ cm$^{-3}$, the rate $n_ev\sigma_{ee}$ is 0.015 of the elastic energy-loss rate $(2m/M)\nu$. With the same value of $\ln\Lambda$, the two would be equal near $7\times10^{11}$ cm$^{-3}$; the logarithm is smaller at that density, which raises the estimate to about $8\times10^{11}$ cm$^{-3}$.

\textbf{Transport.} Electrons diffuse with coefficient $v^2/(3\nu)$ while they lose energy at the rate $(2m/M)\nu$. The corresponding diffusion length is
\begin{equation}
\sqrt{\frac{v^2}{3\nu}\,\frac{M}{2m\nu}}=\lambda\sqrt{\frac{M}{6m}}=2.2\ {\rm mm}.
\end{equation}
The rms displacement along one axis in the time $M/(2m\nu)$ is $\sqrt2$ times this length, or 3.1 mm. The local result requires a field that is nearly uniform over several such lengths.

\subsection{Comparison with real sources}

The frequency is that of common microwave plasma sources, and 10 Torr lies within their broad pressure range. The electron density of $10^{10}$ cm$^{-3}$ represents a weak plasma; at $10^{12}$ cm$^{-3}$ or more, which dense sources can reach, the estimated electron-electron rate exceeds the elastic energy-loss rate, and the far tail can no longer be taken from the theorem. The tail responds earlier than this comparison suggests: with electron-electron collisions added to the elastic model, $f_0(20\ {\rm eV})/f_0(0)$ exceeds the theorem by 16 per cent at $10^{11}$ cm$^{-3}$ and by a factor of 3 at $10^{12}$ cm$^{-3}$, while the mean energy changes by about 1 per cent. Such densities also exceed the cutoff density $\epsilon_0m\omega^2/e^2=7.5\times10^{10}$ cm$^{-3}$. At $10^{12}$ cm$^{-3}$ the field decays over about 9 mm, only four diffusion lengths, so the uniform field of (A1) is lost as well. The gas temperature of 300 K is low for a microwave plasma at this pressure. If the gas is at 600 K, with pressure, field and frequency held fixed, $\lambda$ doubles and both $W^2$ and $\varepsilon_\omega$ increase fourfold. The linear term in the exponent is unchanged, while the quadratic term at 10 eV falls from 2.664 to 0.666. According to the theorem the ratio $f_0(10\ {\rm eV})/f_0(0)$ then rises from 0.017 to $e^{-2.052}=0.13$. The elastic model no longer holds in this case, however: with this $f_0$ the excitation process assumed above would take about twice the elastic power instead of $8.5\times10^{-4}$ of it. With the inelastic term added to \eqref{fokker}, the mean energy is about 5.4 eV instead of 5.9 eV, and $f_0(10\ {\rm eV})/f_0(0.1\ {\rm eV})$ is about 0.08 instead of 0.13. Gas heating thus acts mainly through the density, not through the thermal motion of the atoms. Molecular process gases break the elastic assumption more severely, because vibrational excitation takes energy from electrons well below 10 eV. For them \eqref{fokker} needs inelastic terms, and the numbers of this example do not carry over. The field is prescribed here; in a self-sustained discharge it is set by the balance between ionization and electron loss.

\section*{Computed values}
\begin{verbatim}
TESTS (Monte Carlo in units m = lambda = omega = 1, M/m = 400)
mean energy, Monte Carlo / formula: 0.5688 / 0.5686
<eps^2>/<eps>^2, MC / formula: 1.448 / 1.441
fraction above eps = 1, MC / formula: 0.1358 / 0.1344
energy loss coefficient times M/m: 1.9997
Gamma(5/4)/Gamma(3/4): 0.7397
EXAMPLE INPUTS (round model values)
pressure: 10 Torr
gas temperature: 300 K
atom mass: 4 u
momentum-transfer cross section: 5.0e-16 cm2
rms field: 20 V/cm
frequency: 2.45 GHz
EXAMPLE RESULTS
gas density: 3.219e+17 cm-3
mean free path: 62.13 um
angular frequency: 1.539e+10 s-1
3m/M: 4.1143e-04
e E_rms lambda: 0.1243 eV
b = m omega^2 lambda^2: 5.202 eV
s2 = (e E_rms lambda)^2 M/(3m): 37.53 eV2
energy where nu = omega: 2.601 eV
at 2 eV: eps^2 term 0.107, linear term 0.277, f0/f0(0) 6.813e-01
at 5 eV: eps^2 term 0.666, linear term 0.693, f0/f0(0) 2.569e-01
at 10 eV: eps^2 term 2.664, linear term 1.386, f0/f0(0) 1.742e-02
local temperature -1/(dln f0/deps) at 0 eV: 7.22 eV
local temperature at 10 eV: 1.49 eV
mean energy: 3.619 eV
mean energy, same rms field, omega = 0: 4.532 eV
mean energy, linear term alone: 10.824 eV
collision rate nu at mean energy: 1.816e+10 s-1
absorbed power per electron: 20.85 eV/us
elastic loss per electron: 20.85 eV/us
NEGLECTED EFFECTS
mean energy with gas at 300 K: 3.643 eV
mean energy if cross section ~ eps^-0.2: 3.888 eV
peak anisotropy |f1|/f0 at mean energy: 0.044
relative 2-omega swing of mean energy (est.): 2.5e-04
model inelastic threshold: 20 eV
model inelastic cross section: 1e-17 cm2
inelastic/elastic power with this f0: 8.5e-04
inelastic/elastic loss rate at threshold: 73
model electron density: 1e+10 cm-3
Coulomb logarithm: 13.3
e-e rate / elastic energy-loss rate (est.): 0.015
density where these rates are equal (est.): 6.7e+11 cm-3
collisionless cutoff density: 7.45e+10 cm-3
energy relaxation length: 2.17 mm
\end{verbatim}
